# Siegert's theorem and the toroidal remainder of electric multipole transitions

Take a particle of charge $q$ and mass $m$ in an isotropic harmonic well of frequency $\omega_0$, with length $b=\sqrt{\hbar/m\omega_0}$. Its ground state is a real Gaussian $g$ with $g^2=\pi^{-3/2}b^{-3}e^{-r^2/b^2}$, and one of its first excited states is $\psi_1=\sqrt2\,(z/b)\,g$. For a transition from $i$ to $f$, the charge and current densities are

$$\rho=q\,\psi_f^*\psi_i,\qquad \mathbf J=\frac{q\hbar}{2mi}\left(\psi_f^*\nabla\psi_i-\psi_i\nabla\psi_f^*\right).$$

With $\psi_i=g$ and $\psi_f=hg$, $h$ real, the terms containing $\nabla g$ cancel and

$$\mathbf J=\frac{iq\hbar}{2m}\,g^2\nabla h. \tag{1}$$

For $h=\sqrt2 z/b$ the current points along $z$ everywhere: $\mathbf J=(iqb\omega_0/\sqrt2)\,g^2\mathbf e_z$. Since $g^2$ is normalized and $\int g^2z^2\,d^3r=b^2/2$,

$$\int J_z\,d^3r=\frac{iqb\omega_0}{\sqrt2}=i\omega_0\int z\rho\,d^3r .$$

A uniform field therefore needs no knowledge of the current beyond the displacement of charge. Now let the field be $\mathbf e_z\cos kx$, which is transverse but varies across the source. Then

$$\int J_z\cos kx\,d^3r=\frac{iqb\omega_0}{\sqrt2}\,e^{-k^2b^2/4}.$$

The charge result is the limit $kb\to0$, and the first correction lowers it by the fraction $k^2b^2/4$. Siegert's theorem extends this behaviour, at fixed current and transition frequency, to every electric multipole whose charge moment does not vanish.

**The amplitude and its assumptions.** Let $\mathbf J$ and $\rho$ now be the matrix elements $\langle f|\mathbf j(\mathbf r)|i\rangle$ and $\langle f|\rho(\mathbf r)|i\rangle$ of a general system, smooth and decaying fast enough that surface terms at infinity vanish. Put $\omega=(E_f-E_i)/\hbar$. For $L\ge1$ define

$$f=j_L(kr)Y_{LM},\qquad \mathbf L=-i\mathbf r\times\nabla,\qquad \Lambda=L(L+1),$$

$$T=\frac1k\int\mathbf J\cdot\mathbf F_0\,d^3r,\qquad \mathbf F_0=\frac{\nabla\times\mathbf Lf}{\sqrt\Lambda}. \tag{2}$$

This $T$ is the matrix element of the electric multipole operator. The operator $\mathbf L$ acts on angles alone, so $\mathbf Lf/\sqrt\Lambda=j_L\mathbf Y_{LLM}$ with $\mathbf Y_{LLM}=\mathbf LY_{LM}/\sqrt\Lambda$. I keep $k$ independent of $\omega$ until a photon is put on shell, where $k=|\omega|/c$.

The densities must obey continuity. In the Heisenberg picture $\partial_t\rho=(i/\hbar)[H,\rho]$. Between eigenstates of $H$ the commutator gives $E_f-E_i$, so $\partial_t\rho\to i\omega\rho$ and $\nabla\cdot\mathbf j=-\partial_t\rho$ becomes

$$\nabla\cdot\mathbf J=-i\omega\rho. \tag{3}$$

The one-particle current can be checked directly. Its divergence is $(q\hbar/2mi)(\psi_f^*\nabla^2\psi_i-\psi_i\nabla^2\psi_f^*)$. For a real local potential $V$, $\nabla^2\psi=(2m/\hbar^2)(V-E)\psi$. The potential cancels, leaving $(q/i\hbar)(E_f-E_i)\psi_f^*\psi_i=-i\omega\rho$.

For any localized source and smooth function $\chi$, integration by parts and (3) give

$$\int\mathbf J\cdot\nabla\chi\,d^3r=-\int\chi\,\nabla\cdot\mathbf J\,d^3r=i\omega\int\rho\chi\,d^3r. \tag{4}$$

The current can thus be exchanged for charge wherever the field is a gradient. It remains to find how much of the multipole field is one.

**The double curl.** From the product rule for $\nabla\times(\mathbf A\times\mathbf B)$, with $\mathbf A=\mathbf r$ and $\mathbf B=\nabla f$,

$$\nabla\times(\mathbf r\times\nabla f)=\mathbf r\nabla^2f-3\nabla f+\nabla f-(\mathbf r\cdot\nabla)\nabla f .$$

Here $\nabla\cdot\mathbf r=3$ and $(\nabla f\cdot\nabla)\mathbf r=\nabla f$. Also $\nabla(\mathbf r\cdot\nabla f)=\nabla f+(\mathbf r\cdot\nabla)\nabla f$, which removes the last term:

$$\nabla\times(\mathbf r\times\nabla f)=\mathbf r\nabla^2f-\nabla\left(f+r\partial_rf\right)=\mathbf r\nabla^2f-\nabla\partial_r(rf).$$

Multiplication by $-i$ yields, for any smooth $f$,

$$\nabla\times\mathbf Lf=i\left[\nabla\partial_r(rf)-\mathbf r\nabla^2f\right]. \tag{5}$$

For the multipole field $\nabla^2f=-k^2f$. Inserting (5) in (2) and using (4) with $\chi=\partial_r(rf)$,

$$T=-\frac{\omega}{k\sqrt\Lambda}\int\rho\,\partial_r(rf)\,d^3r+\frac{ik}{\sqrt\Lambda}\int(\mathbf r\cdot\mathbf J)f\,d^3r. \tag{6}$$

This is exact, but its two terms do not separate the long-wavelength limit from the remainder. The charge term has corrections of its own in $k$, and these are in general of the same order in $k$ as the radial-current term.

**The separation.** The power series of the spherical Bessel function is

$$j_L(x)=x^L\sum_{n=0}^\infty\frac{(-x^2/2)^n}{n!\,(2L+2n+1)!!}.$$

Its first term gives $f_0=(kr)^LY_{LM}/(2L+1)!!$, a solution of Laplace's equation. Because $\partial_r(rf_0)=(L+1)f_0$ and $\nabla^2f_0=0$, equation (5) reduces to a pure gradient:

$$\nabla\times\mathbf Lf_0=i(L+1)\nabla f_0 .$$

Its contribution to $T$ follows from (4):

$$T_S=\frac{i(L+1)}{k\sqrt\Lambda}\,i\omega\int\rho f_0\,d^3r
=-\frac{\omega}{k}\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q_{LM}, \tag{7}$$

with $Q_{LM}=\int\rho\,r^LY_{LM}\,d^3r$. The minus sign is the product of the $i$ in the double curl and the $i$ in continuity.

What is left comes from $\tilde f=f-f_0$. For any smooth $\mathbf A$, $\nabla\cdot(\mathbf A\times\mathbf J)=\mathbf J\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf J$. The left side integrates to zero, so with $\mathbf A=\mathbf L\tilde f$ the curl moves onto the current:

$$T=T_S+R,\qquad R=\frac1k\int\left[j_L(kr)-\frac{(kr)^L}{(2L+1)!!}\right]\mathbf Y_{LLM}\cdot(\nabla\times\mathbf J)\,d^3r. \tag{8}$$

No approximation has been made. The first part sees the divergence of the current, through $\rho$; the second sees its curl. A divergence-free addition to $\mathbf J$, such as the spin magnetization current $\nabla\times\mathbf M$, leaves $T_S$ unchanged and enters through $R$.

The split also has a meaning in terms of gauge. Suppose a vector potential contains a part $\nabla\chi\,e^{-i\omega t}$ at the transition frequency. Its coupling $-\int\mathbf J\cdot\nabla\chi\,d^3r$ equals $-i\omega\int\rho\chi\,d^3r$ by (4). The gauge transformation that removes this part creates the scalar potential $\partial_t(\chi e^{-i\omega t})=-i\omega\chi e^{-i\omega t}$, whose coupling to charge is the same number. Continuity ensures that the two descriptions agree.

**How small the remainder is.** Let angle brackets with subscript $t$ denote the average over $-1\le t\le1$ with weight proportional to $(1-t^2)^L$. Integrating the derivative of $t^{2n-1}(1-t^2)^{L+1}$ over the interval gives zero, hence

$$(2n-1)\left(\langle t^{2n-2}\rangle_t-\langle t^{2n}\rangle_t\right)=2(L+1)\langle t^{2n}\rangle_t,$$

$$\langle t^{2n}\rangle_t=\frac{2n-1}{2L+2n+1}\,\langle t^{2n-2}\rangle_t .$$

Repeated use gives $\langle t^{2n}\rangle_t=(2n-1)!!\,(2L+1)!!/(2L+2n+1)!!$. With $(2n)!=2^nn!\,(2n-1)!!$, expanding the cosine reproduces the Bessel series term by term:

$$j_L(x)=\frac{x^L}{(2L+1)!!}\,\langle\cos xt\rangle_t .$$

Since $0\le1-\cos u\le u^2/2$ and $\langle t^2\rangle_t=1/(2L+3)$, for $x\ge0$

$$\left|j_L(x)-\frac{x^L}{(2L+1)!!}\right|\le\frac{x^{L+2}}{2(2L+3)(2L+1)!!}.$$

Equation (8) then gives the bound

$$|R|\le\frac{k^{L+1}}{2(2L+3)(2L+1)!!}\int r^{L+2}\left|\mathbf Y_{LLM}\cdot(\nabla\times\mathbf J)\right|d^3r. \tag{9}$$

At fixed $\mathbf J$ and $\omega$, $T_S$ varies as $k^{L-1}$ while $R$ is at most of order $k^{L+1}$. This proves the theorem: if $\omega Q_{LM}\ne0$, charge alone fixes the long-wavelength limit, and the remainder is at least two orders higher in $k$.

On shell the counting needs more care, because $\omega=\pm ck$. If the rotational part of the current scales as $\omega$ times charge times the source size $a$, as the divergence part must, and if $Q_{LM}$ is not unusually small compared with charge times $a^L$, then $R/T_S$ is of order $(ka)^2$. A divergence-free current need not shrink with $\omega$. This holds for a magnetization current, and also for the orbital current between nearly degenerate levels: for hydrogen $2s\to2p$ in the nonrelativistic Coulomb problem $\omega=0$, yet in atomic units the dipole matrix element has magnitude 3 and the toroidal dipole defined below has magnitude $1/2$. If it stays fixed, $R$ goes as $k^{L+1}$ against $|T_S|=O(k^L)$, and the separation is one power.

**The toroidal moment.** The first term of $\tilde f$ is

$$\tilde f_1=-\frac{k^{L+2}}{2(2L+3)(2L+1)!!}\,r^{L+2}Y_{LM}.$$

For (5) we need $\partial_r(r\,r^{L+2})=(L+3)r^{L+2}$ and

$$\nabla^2(r^{L+2}Y_{LM})=\left[(L+2)(L+3)-L(L+1)\right]r^LY_{LM}=2(2L+3)\,r^LY_{LM}.$$

Therefore, to leading order,

$$R\simeq\frac{ik^{L+1}}{(2L+1)!!\sqrt\Lambda}\int\mathbf J\cdot\left\{\mathbf r\,r^LY_{LM}-\frac{L+3}{2(2L+3)}\nabla(r^{L+2}Y_{LM})\right\}d^3r. \tag{10}$$

For $L=1$, $M=0$, write $rY_{10}=Nz$ with $N=\sqrt{3/4\pi}$. The coefficient of the gradient is $2/5$ and $\nabla(r^2z)=2z\mathbf r+r^2\mathbf e_z$, so the brace is $(N/5)(z\mathbf r-2r^2\mathbf e_z)$. The integral equals $2Nt_z$, where

$$\mathbf t=\frac1{10}\int\left[\mathbf r(\mathbf r\cdot\mathbf J)-2r^2\mathbf J\right]d^3r$$

is the toroidal dipole. With $d_z=\int z\rho\,d^3r$, equations (7) and (10) combine into

$$T\simeq\frac{i\sqrt2N}{3}\left(i\omega d_z+k^2t_z\right). \tag{11}$$

The toroidal dipole acts as a current moment that carries a factor $k^2$ and need not be accompanied by any charge density.

**The oscillator, allowed transition.** Return to the first transition, with $\omega=\omega_0$ and $J_z=(iqb\omega_0/\sqrt2)g^2$. The moments $\int g^2z^2\,d^3r=b^2/2$ and $\int g^2r^2\,d^3r=3b^2/2$ give

$$t_z=\frac1{10}\left(\frac12-3\right)b^2\int J_z\,d^3r=-\frac{b^2}4\int J_z\,d^3r .$$

Equation (11) thus predicts $R/T_S\simeq-k^2b^2/4$. The full dependence on $k$ is also available. The Cartesian components of $\mathbf F_0$ obey Helmholtz's equation, because $\nabla$ and $\mathbf L$ commute with $\nabla^2$. The average of such a component over a sphere about the origin is a regular solution without angular dependence, hence its central value times $j_0(kr)$. That central value comes from $f_0$ alone, since the double curl of $\tilde f$ vanishes at $r=0$. As $j_0(kr)$ is also the spherical average of $\cos kx$,

$$\frac{T}{T_S}=\int g^2j_0(kr)\,d^3r=e^{-k^2b^2/4}. \tag{12}$$

The opening example has returned as a multipole result. At $kb=0.5$ the ratio is 0.9394. At $kb=1$ it is 0.7788, so the charge term there overestimates the magnitude of $T$ by about 28 per cent of $T$.

For numbers, let the particle be an electron and $\hbar\omega_0=2$ eV, a round model value. Then $b=0.1952$ nm, $b\omega_0=5.931\times10^5$ m/s and, on shell, $kb=1.978\times10^{-3}$. From (7), with $d_z=qb/\sqrt2$,

$$\frac{T_S}{q}=-\frac{\sqrt2}{3}N\omega_0\frac{b}{\sqrt2}=-\frac{b\omega_0}{\sqrt{12\pi}}=-9.66\times10^4\ \text{m/s}.$$

The relative remainder is $-(1.978\times10^{-3})^2/4=-9.78\times10^{-7}$, which makes $R/q=0.0945$ m/s. The wavelength, 620 nm, is more than three thousand times $b$, and the square of this disparity makes the charge form so accurate here.

The same case shows why the second term of (6) is not the remainder. For $L=1$, $\partial_r(rj_1)=\tfrac23kr[1-(kr)^2/5+\dots]$. Since $\int g^2z^2r^2\,d^3r=5b^4/4$, the charge term shifts by

$$-\frac{k^2}{5}\,\frac{5b^4/4}{b^2/2}=-\frac{k^2b^2}{2}$$

relative to $T_S$. In the radial-current term $f\simeq kNz/3$ and $\mathbf r\cdot\mathbf J=zJ_z$, so it equals

$$\frac{ik}{\sqrt2}\,\frac{kN}{3}\,\frac{iqb\omega_0}{\sqrt2}\,\frac{b^2}{2}=-\frac{Nqb\omega_0}{3}\,\frac{k^2b^2}{4}=T_S\,\frac{k^2b^2}{4}.$$

The printed shifts are $-1.957\times10^{-6}$ and $+9.78\times10^{-7}$. Their sum is the toroidal result, while the radial-current term alone has the wrong sign.

**A transition with no dipole moment.** Now choose $h=(2/\sqrt5)(z/b)(r^2/b^2-5/2)$ in (1). To see that $hg$ is an eigenstate, set $b=\hbar=m=\omega_0=1$. The Hamiltonian acting on $Pg$ gives $g(-\tfrac12\nabla^2P+\mathbf r\cdot\nabla P+\tfrac32P)$. For $P=z(r^2-\tfrac52)$ the first two terms sum to $-5z+3zr^2-\tfrac52z=3P$, so the state lies $3\hbar\omega_0$ above the ground state. The moments $\int g^2r^4\,d^3r=15/4$ and $\int g^2r^6\,d^3r=105/8$ give

$$\int g^2P^2\,d^3r=\frac{35}8-\frac{25}4+\frac{25}8=\frac54,$$

which confirms the factor $2/\sqrt5$. The dipole moment is proportional to $\int g^2z^2(r^2-\tfrac52)\,d^3r=\tfrac54-\tfrac54=0$. Hence $T_S=0$ and $T=R$.

To evaluate $T$, restore units and integrate (1) by parts against the divergence-free field $\mathbf F_0$. With $\nabla g^2=-2\mathbf rg^2/b^2$,

$$T=\frac{iq\hbar}{2mk}\int g^2\mathbf F_0\cdot\nabla h\,d^3r=\frac{iq\omega_0}{k}\int hg^2\,\mathbf r\cdot\mathbf F_0\,d^3r .$$

The radial component follows from (5) and $r^2\nabla^2f=r\partial_r^2(rf)-\Lambda f$: $\mathbf r\cdot\nabla\times\mathbf Lf=i\Lambda f$. For $L=1$ this means $\mathbf r\cdot\mathbf F_0=i\sqrt2f$, and

$$T=-\frac{\sqrt2q\omega_0}{k}\int hg^2f\,d^3r. \tag{13}$$

Both transitions therefore rest on one radial integral. Expanding $j_1$ and integrating each power against the Gaussian,

$$\int_0^\infty r^3j_1(kr)e^{-\alpha r^2}dr=\sum_{n=0}^\infty\frac{(-1)^nk^{2n+1}}{2^nn!\,(2n+3)!!}\,\frac{(2n+3)!!\sqrt\pi}{2^{n+3}\alpha^{n+5/2}}=\frac{\sqrt\pi\,k}{8\alpha^{5/2}}e^{-k^2/4\alpha}.$$

A factor $r^2$ in the integrand is produced by $-\partial/\partial\alpha$, which multiplies the result by $5/(2\alpha)-k^2/(4\alpha^2)$. At $\alpha=1/b^2$, the factor $r^2/b^2-5/2$ in $h$ therefore becomes $-k^2b^2/4$. Comparing the prefactors $2/\sqrt5$ and $\sqrt2$ of the two functions $h$, at equal $k$,

$$\frac{T_{\text{second}}}{T_{\text{first}}}=\frac{2/\sqrt5}{\sqrt2}\left(-\frac{k^2b^2}4\right)=-\frac{k^2b^2}{2\sqrt{10}}. \tag{14}$$

On shell the second photon has 6 eV and $kb=5.935\times10^{-3}$. The Gaussian factors of the two transitions differ from unity by about $10^{-5}$ or less, so (14) gives the on-shell ratio as $-(5.935\times10^{-3})^2/6.325=-5.57\times10^{-6}$. The amplitude is $T/q=0.538$ m/s. It is small, but the charge formula would have given zero: a relative error estimate of order $(kb)^2$ is useless when the leading moment vanishes. These small numbers belong to the nonrelativistic model. On shell $(kb)^2=\hbar\omega_0/mc^2$ for the first transition, so relativistic corrections to the Hamiltonian, omitted here, are of the same order as $R/T_S$ and as this amplitude ratio.

**When continuity is lost.** The derivation used eigenstates and the current belonging to their Hamiltonian. A nonlocal potential does not in general commute with the density, so the bare current above then fails to satisfy (3) and must be supplemented. Approximate states cause a similar failure. Replace $\psi_1$ by a normalized trial function proportional to $z\,e^{-r^2/2s^2}$ with $s=1.2\,b$. Scaling its kinetic and potential energies, each $\tfrac54\hbar\omega_0$ at $s=b$, gives the energy difference

$$\frac{\hbar\omega}{\hbar\omega_0}=\frac54\left(\frac{b^2}{s^2}+\frac{s^2}{b^2}\right)-\frac32=1.168 .$$

Since $-i\hbar\partial_zg=i\hbar zg/b^2$, the current form at long wavelength contains $i\omega_0d_z$, whereas the charge form contains $i\omega d_z$. Their ratio is $1/1.168=0.856$. This discrepancy of 14 per cent of the charge form survives as $k\to0$, so it is no toroidal effect. Nor does agreement between the two forms prove a state accurate, since agreement tests one integral of the continuity equation.

The numerical output also covers a quadrupole transition from a $p$ to an $f$ state. There the fitted powers of $k$ are 0.999 for $T$ and 3.000 for $T-T_S$, as (7) and (10) predict for $L=2$ when $Q_{LM}$ and the integral in (10) are nonzero; the bound (9) alone only excludes a power below 3. For the four sources examined at $kb=0.5$, including a current with no charge density at all, the definition (2) and the separated form (8) differ by at most $4\times10^{-11}\,|T|$.

## Table of computed values

```
TESTS (lengths in b, k in 1/b)
largest relative error of T = T_S + R at k = 0.5: 3.7e-11
allowed dipole: |R|/bound at k = 0.5: 0.9694
forbidden dipole: |R|/bound at k = 0.5: 0.6096
quadrupole: |R|/bound at k = 0.5: 0.9528
charge-free current: |R|/bound at k = 0.5: 0.6096
allowed dipole: power of k in T -0.000, in T - T_S 2.000
quadrupole: power of k in T 0.999, in T - T_S 3.000
allowed dipole, kb = 0.1: T/T_S = 0.997503
allowed dipole, kb = 0.5: T/T_S = 0.939413
allowed dipole, kb = 1.0: T/T_S = 0.778801
trial width 1.2 b: energy difference = 1.1681 hbar omega0
trial width 1.2 b: current form / charge form = 0.8561
WORKED EXAMPLE (amplitudes divided by the electron charge q)
hbar omega0 = 2.0 eV
omega0 = 3.0385e+15 rad/s
oscillator length b = 0.19519 nm
b omega0 = 5.9310e+05 m/s
first transition: wavelength = 619.92 nm
first transition: kb = 1.97836e-03
first transition: |<f|z|i>| = 0.13802 nm
first transition: T_S/q = -9.65962e+04 m/s
first transition: R/q = 9.4517e-02 m/s
first transition: R/T_S = -9.7848e-07
  relative shift from charge term = -1.9569e-06
  relative shift from radial current term = 9.7847e-07
second transition: photon energy = 6.0 eV
second transition: kb = 5.93508e-03
second transition: |<f|z|i>| = 0.00000000 nm
second transition: T/q = 5.3800e-01 m/s
second / first amplitude, each on shell = -5.5695e-06
```
